# The Lyddane-Sachs-Teller ratio from coupled ionic motion and macroscopic field

## The decision

A lattice-dynamics calculation for a cubic polar crystal with two ions per cell, done with zero macroscopic electric field, returns one threefold optical frequency at long wavelength. Two questions follow. Is this the frequency of the transverse or of the longitudinal vibration? And must the static dielectric constant be computed separately, or is it already fixed by the vibrations? Both answers come out of the derivation of

$$\frac{\omega_{LO}^2}{\omega_{TO}^2}=\frac{\varepsilon_0}{\varepsilon_\infty}. \tag{1}$$

Here $\omega_{TO}$ and $\omega_{LO}$ are the transverse and longitudinal optical frequencies, $\varepsilon_0$ is the static dielectric constant at fixed strain, and $\varepsilon_\infty$ is the constant with the ions clamped and the electrons free to respond.

I use Hartree atomic units with $\mathbf D=\mathbf E+4\pi\mathbf P$, where $\mathbf E$ is the macroscopic field, averaged over a cell. The cell volume is $\Omega$. The ions move harmonically and without damping at first, and the wavelength is long against the cell.

Let $\mathbf w=\mathbf u_+-\mathbf u_-$ be the displacement of the positive ion relative to the negative one. A uniform translation costs no energy, and a uniform field exerts no net force on a neutral cell, so the two ions feel opposite forces $\pm\mathbf F$. Then $\ddot{\mathbf u}_+=\mathbf F/m_+$ and $\ddot{\mathbf u}_-=-\mathbf F/m_-$. Subtraction gives

$$\mu\ddot{\mathbf w}=\mathbf F,\qquad \frac1\mu=\frac1{m_+}+\frac1{m_-}.$$

## Stage 1: ions without electronic polarizability

Give the ions rigid charges $\pm Z$. The dipole of a cell is $Z\mathbf w$, so

$$\mathbf P=\frac{Z\mathbf w}{\Omega},\qquad \mu\ddot{\mathbf w}=-\kappa\mathbf w+Z\mathbf E. \tag{2}$$

The stiffness $\kappa$ is defined at $\mathbf E=0$. It contains the short-range forces and also the part of the microscopic electric field that is proportional to $\mathbf w$. Cubic symmetry makes it a number instead of a tensor.

The field must come from Maxwell's equations. For a plane wave of wavevector $\mathbf q$ without free charge, $\mathbf q\cdot\mathbf D=0$. If retardation is neglected, also $\mathbf q\times\mathbf E=0$, so $\mathbf E$ is parallel to $\mathbf q$.

- Transverse wave: $\mathbf q\cdot\mathbf P=0$, hence $0=\mathbf q\cdot\mathbf D=\mathbf q\cdot\mathbf E$. A field parallel to $\mathbf q$ with $\mathbf q\cdot\mathbf E=0$ vanishes.
- Longitudinal wave: $\mathbf P$ and $\mathbf E$ are both parallel to $\mathbf q$, and so is $\mathbf D$. Then $\mathbf q\cdot\mathbf D=0$ requires $\mathbf D=0$, which means $\mathbf E=-4\pi\mathbf P$.

The transverse motion therefore has $\mu\omega_{TO}^2=\kappa$. For the longitudinal motion, $\mathbf E=-4\pi Z\mathbf w/\Omega$ in (2) gives

$$\mu\omega_{LO}^2=\kappa+\frac{4\pi Z^2}{\Omega}.$$

The extra term is positive because the field opposes the displacement that made it. In a static field, (2) gives $\mathbf w=Z\mathbf E/\kappa$ and $\mathbf P=Z^2\mathbf E/(\Omega\kappa)$, so

$$\varepsilon_0=1+\frac{4\pi Z^2}{\Omega\kappa}=\frac{\omega_{LO}^2}{\omega_{TO}^2}.$$

This is (1) with $\varepsilon_\infty=1$.

**Limit.** For $Z\to0$ the ions neither make a field nor feel one. The two frequencies merge and $\varepsilon_0\to1$, as they must.

The same quantity $4\pi Z^2/(\Omega\kappa)$ measures two things: how far the lattice yields to a field, and how strongly its own field stiffens it.

## Stage 2: electrons that respond

Now let the electrons follow the ions and the field instantaneously. This requires phonon frequencies far below the electronic excitation energies. Collect the electronic coordinates in $\eta$ and define, per cell,

$$W(\mathbf w,\mathbf E)=\min_\eta\left[U(\mathbf w,\eta)-\mathbf E\cdot\mathbf p(\mathbf w,\eta)\right],$$

where $U$ is the energy at zero macroscopic field and $\mathbf p=\Omega\mathbf P$ is the cell dipole. At the minimum, a small change of $\eta$ does not change the bracket to first order. The derivatives of $W$ thus come from the explicit dependence alone:

$$\mathbf F=-\frac{\partial W}{\partial\mathbf w},\qquad \Omega\mathbf P=-\frac{\partial W}{\partial\mathbf E}.$$

To second order, cubic symmetry allows three scalars, $w^2$, $\mathbf w\cdot\mathbf E$ and $E^2$. I name their coefficients by writing

$$W=\tfrac12\kappa w^2-Z^*\,\mathbf w\cdot\mathbf E-\tfrac12\Omega\chi E^2 .$$

Differentiation gives the coupled equations

$$\mu\ddot{\mathbf w}=-\kappa\mathbf w+Z^*\mathbf E, \tag{3}$$
$$\mathbf P=\frac{Z^*}{\Omega}\mathbf w+\chi\mathbf E. \tag{4}$$

The charge $Z^*$ in the force is the same as the charge in the polarization, since both come from one mixed term. It need not equal the ionic charge $Z$: moving an ion also moves electronic charge.

**Clamped ions.** With $\mathbf w=0$, (4) gives $\mathbf D=(1+4\pi\chi)\mathbf E$, so $\varepsilon_\infty=1+4\pi\chi$.

**Static field.** With $\ddot{\mathbf w}=0$, (3) gives $\mathbf w=Z^*\mathbf E/\kappa$. Insert this in (4) and form $\mathbf D$:

$$\varepsilon_0=\varepsilon_\infty+\frac{4\pi Z^{*2}}{\Omega\kappa}. \tag{5}$$

**Transverse wave.** Now $\mathbf P$ contains $\chi\mathbf E$, so the earlier argument needs one more line. With $\mathbf q\cdot\mathbf w=0$,

$$0=\mathbf q\cdot\mathbf D=\varepsilon_\infty\,\mathbf q\cdot\mathbf E .$$

Since $\varepsilon_\infty\neq0$ and $\mathbf E$ is parallel to $\mathbf q$, again $\mathbf E=0$ and $\mu\omega_{TO}^2=\kappa$.

**Longitudinal wave.** The condition $\mathbf D=0$ reads

$$0=\mathbf E+4\pi\chi\mathbf E+\frac{4\pi Z^*}{\Omega}\mathbf w
=\varepsilon_\infty\mathbf E+\frac{4\pi Z^*}{\Omega}\mathbf w,$$

and therefore

$$\mathbf E=-\frac{4\pi Z^*}{\Omega\varepsilon_\infty}\mathbf w. \tag{6}$$

At given $Z^*$, electronic screening reduces the depolarizing field by one factor $\varepsilon_\infty$. Compared with the rigid ions of stage 1, at the same $\mathbf w$ and $\Omega$, the reduction factor is $\varepsilon_\infty Z/Z^*$, because the electrons also change the coupling charge. Equation (3) then yields

$$\mu\omega_{LO}^2=\kappa+\frac{4\pi Z^{*2}}{\Omega\varepsilon_\infty}. \tag{7}$$

Divide (7) by $\kappa=\mu\omega_{TO}^2$ and use (5) for $4\pi Z^{*2}/(\Omega\kappa)$:

$$\frac{\omega_{LO}^2}{\omega_{TO}^2}
=1+\frac{1}{\varepsilon_\infty}\frac{4\pi Z^{*2}}{\Omega\kappa}
=1+\frac{\varepsilon_0-\varepsilon_\infty}{\varepsilon_\infty}
=\frac{\varepsilon_0}{\varepsilon_\infty}.$$

This is (1). The charge, mass and volume have dropped out. For $\kappa>0$, $\varepsilon_\infty>0$ and $Z^*\neq0$, (7) also shows that $\omega_{LO}>\omega_{TO}$.

**Limits.** Setting $\chi=0$ and $Z^*=Z$ restores stage 1. If instead $\varepsilon_\infty$ grows at fixed $Z^*$, $\Omega$ and $\kappa$, the splitting in (7) tends to zero while the ionic part $\varepsilon_0-\varepsilon_\infty$ stays fixed. A small splitting alone does not mean that the ions carry a small coupling charge.

## Stage 3: an oscillating field, and damping

Let all quantities vary as $e^{-i\omega t}$. Then (3) becomes $-\mu\omega^2\mathbf w=-\mu\omega_{TO}^2\mathbf w+Z^*\mathbf E$, so

$$\mathbf w=\frac{Z^*\mathbf E}{\mu(\omega_{TO}^2-\omega^2)},\qquad
\varepsilon(\omega)=\varepsilon_\infty+\frac{4\pi Z^{*2}}{\Omega\mu(\omega_{TO}^2-\omega^2)}.$$

By (7), $4\pi Z^{*2}/(\Omega\mu)=\varepsilon_\infty(\omega_{LO}^2-\omega_{TO}^2)$. Over a common denominator the $\omega_{TO}^2$ terms in the numerator cancel:

$$\varepsilon(\omega)=\varepsilon_\infty\,
\frac{\omega_{LO}^2-\omega^2}{\omega_{TO}^2-\omega^2}. \tag{8}$$

The transverse frequency is the pole, where a finite polarization exists without a field. The longitudinal frequency is the zero, where a finite field exists with $\mathbf D=0$.

**Limits.** At $\omega=0$, (8) is the ratio (1). For $\omega\gg\omega_{LO}$, still far below electronic excitations, the ions cannot follow and $\varepsilon\to\varepsilon_\infty$.

Between pole and zero, $\varepsilon$ is negative. The refractive index is then imaginary, $n=i\nu$ with real $\nu$. At normal incidence from vacuum, a half-space reflects the fraction $|(1-i\nu)/(1+i\nu)|^2=1$ of the intensity, because numerator and denominator have equal moduli. This total reflection belongs to the undamped model.

Now add a friction force $-\mu\gamma\dot{\mathbf w}$ with constant $\gamma$ to (3). Since $\dot{\mathbf w}=-i\omega\mathbf w$, the replacement is $\omega^2\to\omega^2+i\gamma\omega$ throughout (8). The static value is unchanged. The zeros satisfy

$$\omega^2+i\gamma\omega-\omega_{LO}^2=0,\qquad
\omega=-\frac{i\gamma}{2}\pm\sqrt{\omega_{LO}^2-\frac{\gamma^2}{4}} .$$

For $\gamma<2\omega_{LO}$ the square root is real, so $\omega$ has the imaginary part $-\gamma/2$, and $|\omega|^2=\gamma^2/4+\omega_{LO}^2-\gamma^2/4=\omega_{LO}^2$. The poles obey the same algebra with $\omega_{TO}$, for $\gamma<2\omega_{TO}$. In this damping model the ratio thus survives for the squared moduli of the complex frequencies. It fails for their real parts, whose squares are each lowered by $\gamma^2/4$. With $\gamma$ dependent on frequency, this argument no longer applies.

## Stage 4: how small may the wavevector be?

Stage 1 used $\mathbf q\times\mathbf E=0$, which drops the magnetic field. To check the cost, keep the full equations, with $c\approx137$ in these units:

$$\mathbf q\times\mathbf E=\frac{\omega}{c}\mathbf B,\qquad
\mathbf q\times\mathbf B=-\frac{\omega}{c}\mathbf D .$$

Take the cross product of the first with $\mathbf q$ and insert the second. For a transverse field $\mathbf q\times(\mathbf q\times\mathbf E)=-q^2\mathbf E$, so

$$c^2q^2=\omega^2\varepsilon(\omega).$$

With (8) this becomes

$$c^2q^2(\omega_{TO}^2-\omega^2)=\varepsilon_\infty\omega^2(\omega_{LO}^2-\omega^2). \tag{9}$$

It is quadratic in $\omega^2$: light and lattice vibration mix into two branches.

**Limit $q=0$.** The left side vanishes, leaving $\omega=0$ or $\omega=\omega_{LO}$. A transverse wave then oscillates at the longitudinal frequency. This is reasonable, since at $q=0$ no direction of propagation distinguishes the two.

**Limit $cq\gg\sqrt{\varepsilon_0}\,\omega_{TO}$.** On the lower branch $\omega$ stays finite, so (9) forces $\omega\to\omega_{TO}$. To leading order, put $\omega=\omega_{TO}$ on the right of (9):

$$\frac{\omega_{TO}^2-\omega^2}{\omega_{TO}^2}\approx
\frac{\varepsilon_\infty(\omega_{LO}^2-\omega_{TO}^2)}{c^2q^2}
=(\varepsilon_0-\varepsilon_\infty)\frac{\omega_{TO}^2}{c^2q^2}. \tag{10}$$

The last step uses (1). The transverse frequency in (1) thus belongs to a window: $q$ is large against $\sqrt{\varepsilon_0}\,\omega_{TO}/c$, which makes (10) small, but small against the inverse lattice constant. A longitudinal wave has $\mathbf q\times\mathbf E=0$ in any case, so retardation leaves $\omega_{LO}$ unchanged.

## Stage 5: coefficients from a microscopic model

So far $\kappa$, $Z^*$ and $\chi$ were free parameters. A rock-salt lattice of polarizable point ions provides all three. The ions have charges $\pm Z$ and polarizabilities $\alpha_1,\alpha_2$, and a short-range spring exerts the force $-k\mathbf w$ on the positive ion.

Each ion feels a local field $\mathbf E_{loc}$ that excludes its own. Draw a large sphere around it, still small against the wavelength. The dipoles inside contribute nothing: in a cubic environment the sums of $x^2/r^5$, $y^2/r^5$ and $z^2/r^5$ are equal and the mixed sums vanish, so $\sum(3x^2-r^2)/r^5=0$. The outside acts as a continuum with a spherical hole. With $\theta$ measured from $\mathbf P$, the surface charge density on the hole is $-P\cos\theta$, and its field at the centre, along $\mathbf P$, is

$$\int P\cos^2\theta\,d\Omega_s=2\pi P\int_{-1}^{1}s^2\,ds=\frac{4\pi}{3}P,$$

where $d\Omega_s$ is the solid angle. Hence $\mathbf E_{loc}=\mathbf E+4\pi\mathbf P/3$ on both sublattices. Moving an ion through the field of the undisplaced lattice adds no linear force: the field-gradient tensor at its site is isotropic by symmetry and traceless by Laplace's equation, hence zero.

Let $\alpha=\alpha_1+\alpha_2$ and $x=4\pi\alpha/(3\Omega)$. The polarization is $\mathbf P=(Z\mathbf w+\alpha\mathbf E_{loc})/\Omega$, so

$$\mathbf E_{loc}=\mathbf E+\frac{4\pi Z}{3\Omega}\mathbf w+x\mathbf E_{loc}
\;\Rightarrow\;
\mathbf E_{loc}=\frac{1}{1-x}\left(\mathbf E+\frac{4\pi Z}{3\Omega}\mathbf w\right).$$

The force on the positive ion is

$$-k\mathbf w+Z\mathbf E_{loc}=-\left[k-\frac{4\pi Z^2}{3\Omega(1-x)}\right]\mathbf w+\frac{Z}{1-x}\mathbf E .$$

The cell dipole is

$$\Omega\mathbf P=Z\mathbf w\left(1+\frac{x}{1-x}\right)+\frac{\alpha\mathbf E}{1-x}
=\frac{Z}{1-x}\mathbf w+\frac{\alpha}{1-x}\mathbf E .$$

Comparison with (3) and (4) gives

$$Z^*=\frac{Z}{1-x},\quad
\kappa=k-\frac{4\pi Z^2}{3\Omega(1-x)},\quad
\varepsilon_\infty=1+\frac{3x}{1-x}=\frac{1+2x}{1-x}. \tag{11}$$

The same $Z^*$ appears twice, as the energy argument requires. Since $\varepsilon_\infty+2=3/(1-x)$, the model ties the two quantities together: $Z^*=Z(\varepsilon_\infty+2)/3$. Real ionic crystals do not obey this with the formal charge. For NaCl, with $\varepsilon_\infty\approx2.3$, it gives about 1.4, whereas the measured splitting in (7) implies about 1.1. Relation (1) does not depend on (11) and is unaffected.

**Limits.** For $x=0$ the ions are rigid, with $Z^*=Z$ and $\varepsilon_\infty=1$. If the local-field term in $\kappa$ approaches $k$, then $\omega_{TO}\to0$ and $\varepsilon_0\to\infty$, while (7) keeps $\omega_{LO}$ finite. The harmonic lattice is then about to become unstable against a transverse polar distortion.

## A worked crystal

Take round parameters, not those of a real material: lattice constant 10 bohr, so $\Omega=10^3/4=250$ bohr³; $Z=1$; $\alpha_1=2$ and $\alpha_2=18$ bohr³; $k=0.05$ hartree/bohr²; masses 40000 and 80000 electron masses, so $\mu=26667$. The model omits charge transfer by overlap, short-range coupling to the electronic dipoles, and anharmonicity.

From (11),

$$x=\frac{4\pi\cdot20}{3\cdot250}=0.3351,\quad
Z^*=\frac{1}{0.6649}=1.504,\quad
\varepsilon_\infty=\frac{1.6702}{0.6649}=2.512 .$$

The stiffnesses, in hartree/bohr², are

$$\kappa=0.05000-0.02520=0.02480,\qquad
\mu\omega_{LO}^2=0.02480+0.04526=0.07006 .$$

The local field removes half of the spring's stiffness from all three optical vibrations. The macroscopic field then adds almost twice the remaining stiffness, for the longitudinal one alone. The frequencies are

$$\omega_{TO}=\sqrt{0.02480/26667}=9.644\times10^{-4}\ \text{hartree}\quad(211.7\ \text{cm}^{-1}),$$
$$\omega_{LO}=\sqrt{0.07006/26667}=1.621\times10^{-3}\ \text{hartree}\quad(355.8\ \text{cm}^{-1}).$$

From (5), $\varepsilon_0=2.512+4\pi(1.504)^2/(250\cdot0.02480)=7.097$. The two sides of (1) are $0.07006/0.02480=2.825$ and $7.097/2.512=2.825$.

For $w=0.1$ bohr, (6) gives a field of $-0.00301$ atomic units. This is about 15 MV/cm, well above the static breakdown field of alkali halides, which is of order 1 MV/cm. The amplitude serves only to compare the two forces, both linear in $w$. Its force, $1.504\times(-0.00301)=-0.00453$ hartree/bohr, exceeds the restoring force $-0.00248$ that acts without it. Midway between the two frequencies $\varepsilon=-3.24$, inside the reflecting band.

The arithmetic above uses formulas that already contain (1). The lattice frequencies and dielectric constants in the numerical output rest on a separate route. Dipole fields were summed over the lattice at a small wavevector, and the six ionic coordinates were diagonalized without using (3) to (7). The dielectric constants came from the response to an applied field. The two ratios agreed within a relative tolerance of $10^{-5}$, here and for two other parameter sets. When the macroscopic Fourier component alone was removed from the dipole sum, the longitudinal frequency fell to $\omega_{TO}$, while the two transverse ones stayed there. This confirms the cause of the splitting in this model.

That lattice sum neglects retardation. When (3) and (4) are solved together with the full Maxwell equations, the upper transverse branch at $q=0$ lies at $1.621\times10^{-3}$ hartree, equal to $\omega_{LO}$. At $cq=100\,\omega_{TO}$ the lower branch lies at $9.6415\times10^{-4}$ hartree, below $\omega_{TO}$ by a fraction $2.3\times10^{-4}$. Equation (10) predicts half of $4.585/10^4$, the same number; the half converts a small relative change of $\omega^2$ into one of $\omega$.

## Back to the decision

The threefold frequency computed at zero macroscopic field is $\omega_{TO}$. Two more inputs are needed, $Z^*$ and $\varepsilon_\infty$. By (3) and (4) they follow from the force and the polarization that a field causes with the ions clamped. Then (5) and (7) supply $\varepsilon_0$ and $\omega_{LO}$, and no run with ions relaxing in a static field is needed within the harmonic approximation.

The choice of input affects the error. At fixed $\omega_{LO}$ and $\varepsilon_\infty$, (1) gives $\varepsilon_0\propto\omega_{TO}^{-2}$, so a frequency 1% too high makes $\varepsilon_0$ about 2% too low. At fixed $Z^*$ and $\varepsilon_\infty$, (5) passes the error to the ionic part alone. In the example that part is $4.585/7.097=65\%$ of $\varepsilon_0$, and the error is about 1.3%.

Two conditions deserve a check before (1) is used.

- **One polar triplet.** With $n$ undamped polar triplets in a cubic crystal, each adds a term $S_j/(\omega_{TO,j}^2-\omega^2)$ to $\varepsilon_\infty$. Over a common denominator, the numerator is a polynomial of degree $n$ in $\omega^2$ whose roots are the $\omega_{LO,j}^2$. Hence $\varepsilon(\omega)=\varepsilon_\infty\prod_j(\omega_{LO,j}^2-\omega^2)/(\omega_{TO,j}^2-\omega^2)$. At $\omega=0$, the product of all squared ratios replaces the single ratio.
- **Fixed strain, no free carriers.** In a piezoelectric crystal a static field also strains the lattice. A measurement at zero stress includes that response, which (5) does not. Mobile carriers add a charge density that invalidates $\mathbf q\cdot\mathbf D=0$ as used here.

## Numbers as computed

```
Lattice constant: 10.0 bohr
Cell volume: 250.0 bohr^3
Ionic charge magnitude: 1.0 e
Polarizability, positive ion: 2.0 bohr^3
Polarizability, negative ion: 18.0 bohr^3
Mass, positive ion: 40000 m_e
Mass, negative ion: 80000 m_e
Reduced mass: 26666.7 m_e
Local-field parameter x: 0.33510 (dimensionless)
Coupling charge Z*: 1.50399 e
Short-range stiffness: 0.05000 hartree/bohr^2
Local-field softening: 0.02520 hartree/bohr^2
TO stiffness: 0.02480 hartree/bohr^2
Macroscopic stiffening: 0.04526 hartree/bohr^2
LO stiffness: 0.07006 hartree/bohr^2
omega_TO: 9.643720e-04 hartree
omega_LO: 1.620921e-03 hartree
omega_TO converted: 211.66 cm^-1
omega_LO converted: 355.75 cm^-1
Clamped-ion epsilon: 2.51198 (dimensionless)
Static epsilon: 7.09660 (dimensionless)
Squared frequency ratio: 2.82510 (dimensionless)
Dielectric ratio: 2.82510 (dimensionless)
Frequency ratio LO/TO: 1.68080 (dimensionless)
Sample longitudinal displacement: 0.1 bohr
Its macroscopic field: -0.003010 a.u.
Frequency midway TO to LO: 1.292646e-03 hartree
Epsilon midway: -3.24269 (dimensionless)
Lattice-test wavevector: 6.2832e-05 bohr^-1
omega_TO/c: 7.0374e-06 bohr^-1
Upper retarded branch at q=0: 1.620921e-03 hartree
Large q for retarded test: 7.0374e-04 bohr^-1
Lower retarded branch there: 9.641510e-04 hartree
```
